# Ferroelectric Film with Prescribed Normal Strain and Free In-Plane Stress

## The form of the answer

Let a ferroelectric film with a cubic parent phase carry a uniform polarization $P$ along its normal, axis 3. Its normal strain $s_3$ is prescribed and its in-plane stresses vanish. How does the strain change the quadratic term of the Landau energy?

Symmetry and dimensions settle most of it. Reversing $P$ leaves the strained crystal equivalent, so the lowest coupling between strain and polarization is $s_3P^2$. Its coefficient must be an energy density divided by a squared polarization. The electrostriction coefficient $Q_{11}$, defined by strain $=Q_{11}P^2$, has the unit m$^4$/C$^2$. The inverse compliance $1/s_{11}$ has the unit J/m$^3$. The transverse constants $s_{12}$ and $Q_{12}$ determine how far the film contracts sideways, but that motion does no work against zero in-plane stress. To first order in the coupling, the shift is therefore

$$
N\,\frac{Q_{11}s_3}{s_{11}}, \tag{1}
$$

where $N$ is a pure number. For $Q_{11}>0$, stretching the film along its normal favours normal polarization, so $N$ is negative.

The value of $N$ depends on how the energy is written. With the energy $aP^2+bP^4+cP^6$, the derivation below gives $N=-1$ for $a$. With the energy $\tfrac12\alpha P^2+\tfrac14\beta P^4+\dots$, where $\alpha=2a$ and $\beta=4b$, it gives $N=-2$ for $\alpha$. The expression $-2Q_{11}s_3/s_{11}$ is thus the shift of $\alpha$, and half of it is the shift of the literal coefficient of $P^2$.

## The energy at controlled stress

The strain $s_3$ is the total normal strain, measured from the cubic, unpolarized lattice at the same temperature. Tensile stress and strain are positive, and the compliances are taken at fixed polarization. Elasticity is linear, shear stresses vanish, and ideal short-circuited electrodes remove the depolarizing field. For polarization along the normal, the energy density at controlled stress is

$$
\begin{aligned}
G={}&aP^2+bP^4+cP^6-\tfrac12s_{11}(\sigma_1^2+\sigma_2^2+\sigma_3^2)\\
&-s_{12}(\sigma_1\sigma_2+\sigma_2\sigma_3+\sigma_3\sigma_1)\\
&-Q_{11}\sigma_3P^2-Q_{12}(\sigma_1+\sigma_2)P^2 ,
\end{aligned} \tag{2}
$$

with the differential

$$
dG=E\,dP-s_1d\sigma_1-s_2d\sigma_2-s_3d\sigma_3 , \tag{3}
$$

where $E$ is the field along the normal. Differentiating (2) with respect to $\sigma_3$, and then setting $\sigma_1=\sigma_2=0$, gives

$$
s_3=-\frac{\partial G}{\partial\sigma_3}=s_{11}\sigma_3+Q_{11}P^2,
\qquad
\sigma_3=\frac{s_3-Q_{11}P^2}{s_{11}} . \tag{4}
$$

The stress is not a constant load. It falls as the polarization grows, because the polarization itself supplies part of the prescribed extension.

## The energy at prescribed normal strain

The potential to be minimized must have as variables the quantities that are held. The in-plane stresses are held at zero, so they stay as they are. The normal strain is held, so $\sigma_3$ must be exchanged for $s_3$:

$$
F=G+s_3\sigma_3,\qquad
dF=E\,dP+\sigma_3ds_3-s_1d\sigma_1-s_2d\sigma_2 . \tag{5}
$$

The mechanical part of $F$ follows from (2), with (4) used in the form $s_3-Q_{11}P^2=s_{11}\sigma_3$:

$$
-\tfrac12s_{11}\sigma_3^2+\sigma_3(s_3-Q_{11}P^2)
=-\tfrac12s_{11}\sigma_3^2+s_{11}\sigma_3^2
=\tfrac12s_{11}\sigma_3^2 . \tag{6}
$$

This is the stored elastic energy. Writing the stress in terms of strain and polarization gives

$$
\begin{aligned}
F&=aP^2+bP^4+cP^6+\frac{(s_3-Q_{11}P^2)^2}{2s_{11}}\\
&=\frac{s_3^2}{2s_{11}}
+\left(a-\frac{Q_{11}s_3}{s_{11}}\right)P^2
+\left(b+\frac{Q_{11}^2}{2s_{11}}\right)P^4+cP^6 .
\end{aligned} \tag{7}
$$

The cross term of the square carries a factor 2, which cancels the 2 in the denominator. The film coefficients, marked by a star, are

$$
a^*=a-\frac{Q_{11}s_3}{s_{11}},\qquad
b^*=b+\frac{Q_{11}^2}{2s_{11}},\qquad
c^*=c . \tag{8}
$$

Multiplying the first by 2 and the second by 4 translates them to the other convention:

$$
\alpha^*=\alpha-\frac{2Q_{11}s_3}{s_{11}},\qquad
\beta^*=\beta+\frac{2Q_{11}^2}{s_{11}} . \tag{9}
$$

The term $s_3\sigma_3$ in (5) is essential. If the stress (4) were inserted into $G$ alone, the mechanical part would be

$$
-\frac{(s_3-Q_{11}P^2)^2}{2s_{11}}
-\frac{Q_{11}P^2(s_3-Q_{11}P^2)}{s_{11}}
=\frac{-s_3^2+Q_{11}^2P^4}{2s_{11}} . \tag{10}
$$

The two $P^2$ contributions cancel, and the strain would appear to have no effect on the quadratic term.

## The same result from the stiffnesses

The elastic energy can also be built from the elastic strains $e_i$, which are the total strains minus the electrostrictive ones. Here $e_3=s_3-Q_{11}P^2$, and by symmetry $e_1=e_2$. Zero in-plane stress requires

$$
(C_{11}+C_{12})e_1+C_{12}e_3=0,\qquad
e_1=-\frac{C_{12}}{C_{11}+C_{12}}\,e_3 . \tag{11}
$$

Putting this into the cubic elastic energy gives

$$
\begin{aligned}
&\tfrac12\left[2(C_{11}+C_{12})e_1^2+4C_{12}e_1e_3+C_{11}e_3^2\right]\\
&\qquad=\tfrac12\left[C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}\right]e_3^2
=\frac{e_3^2}{2s_{11}} .
\end{aligned} \tag{12}
$$

The last equality holds because the bracket equals $(C_{11}-C_{12})(C_{11}+2C_{12})/(C_{11}+C_{12})$, which is $1/s_{11}$ for a cubic crystal. Sideways relaxation lowers the normal stiffness from $C_{11}$ to $1/s_{11}$. For the example below these are 175.5 and 120.5 GPa.

## Susceptibility, transition and polarization

From (5), the field is the derivative of $F$ at fixed $s_3$:

$$
E=2a^*P+4b^*P^3+6cP^5 . \tag{13}
$$

In the stable nonpolar phase, the small-field susceptibility $\chi=dP/dE$ obeys

$$
\frac1\chi=2a^*=\alpha^*=2\left(a-\frac{Q_{11}s_3}{s_{11}}\right). \tag{14}
$$

The shift with the factor 2 is therefore the shift of the inverse susceptibility.

Take $a=a_0(T-T_0)$ with $c>0$, and consider normal polarization alone. If $b^*>0$, then for $a^*\ge0$ every term in (7) that depends on $P$ rises with $P$, and the film is nonpolar. For $a^*<0$ the nonpolar state is unstable. The transition is then continuous and lies at $a^*=0$:

$$
T_c=T_0+\frac{Q_{11}s_3}{s_{11}a_0} . \tag{15}
$$

Below it, setting $E=0$ in (13) and dividing by $2P$ gives $a^*+2b^*P^2+3cP^4=0$. This is a quadratic equation for $P^2$. Its root with the minus sign is negative when $a^*<0$, which leaves

$$
P^2=\frac{-b^*+\sqrt{b^{*2}-3a^*c}}{3c} . \tag{16}
$$

At $s_3=0$ the quadratic coefficient is unchanged, but the film is still not a free crystal. The constraint raises $b$, because polarizing along the normal must now work against the fixed thickness.

## The usual epitaxial film

A film on a thick substrate has the opposite conditions: its in-plane strains are prescribed, $s_1=s_2=u$, and $\sigma_3=0$. With $\sigma_1=\sigma_2=\sigma$, the mechanical part of (2) becomes $-(s_{11}+s_{12})\sigma^2-2Q_{12}\sigma P^2$. The in-plane strain is $u=(s_{11}+s_{12})\sigma+Q_{12}P^2$. Both in-plane stresses must be exchanged for strains, so $2u\sigma$ is added, and the mechanical energy is

$$
-(s_{11}+s_{12})\sigma^2+2\sigma(u-Q_{12}P^2)
=\frac{(u-Q_{12}P^2)^2}{s_{11}+s_{12}} . \tag{17}
$$

The coefficient $a$ now shifts by $-2Q_{12}u/(s_{11}+s_{12})$. This 2 counts two strained directions and is present in the $aP^2$ convention. It has a different origin from the 2 in (9).

## A barium titanate film between stiff pillars

Prescribed normal strain is an idealization of a vertical nanocomposite, in which stiff oxide columns run through the film and stretch it along the normal. The example is a 100 nm barium titanate film at 298 K with $s_3=1.0\,\%$. The rough coefficients are $Q_{11}=0.110$ m$^4$/C$^2$, $s_{11}=8.3\times10^{-12}$ Pa$^{-1}$, $a_0=3.3\times10^5$ J m/(C$^2$ K), $T_0=383$ K, $b=-5.4\times10^8$ J m$^5$/C$^4$ and $c=6.6\times10^9$ J m$^9$/C$^6$. The coefficients $b$ and $c$ are held at these values at all temperatures. The remaining inputs stand in the numerical output.

The shift of $a$ is

$$
-\frac{0.110\times0.010}{8.3\times10^{-12}}
=-1.325\times10^8\ \mathrm{J\,m/C^2}, \tag{18}
$$

and that of $\alpha$ is $-2.651\times10^8$ J m/C$^2$. Since $a=-0.281\times10^8$ J m/C$^2$ in the free crystal, the film has $a^*=-1.606\times10^8$ J m/C$^2$. The quartic coefficient changes sign, from $-5.40\times10^8$ to $b^*=1.89\times10^8$ J m$^5$/C$^4$, so the condition for (15) is met. The temperature at which the nonpolar state loses stability on cooling rises by

$$
\frac{1.325\times10^8}{3.3\times10^5}\ \mathrm{K}\approx402\ \mathrm{K}, \tag{19}
$$

from $T_0=383$ K to about 785 K, which is also the transition temperature of the film. The free crystal has $b<0$, so its own transition is discontinuous and lies above $T_0$, at $T_0+b^2/(4ca_0)\approx416$ K with these coefficients. The transition itself therefore rises by about 368 K. Both numbers depend on holding $b$ at its 298 K value. In barium titanate $b$ becomes less negative on heating. With $b=3.6\times10^6$ J m$^5$/(C$^4$ K) times $(T-448\ \mathrm{K})$, which equals the value used here at 298 K, the free crystal transforms near 388 K and the rise is about 396 K. The film value of 785 K does not change, because $b^*$ stays positive. At 298 K, equation (16) gives

$$
P^2=\frac{-0.189+1.793}{19.8}\ \mathrm{C^2/m^4}=0.0810\ \mathrm{C^2/m^4}, \tag{20}
$$

where numerator and denominator have been divided by $10^9$. Hence $P=28.5$ μC/cm$^2$, against 27.2 μC/cm$^2$ in the free crystal.

Why does the polarization rise by only 5 % when $a$ changes so much? Differentiating (2) at fixed stress gives the equivalent condition $a-Q_{11}\sigma_3+2bP^2+3cP^4=0$. What distinguishes the film from the free crystal is the stress actually present in the polar state. The free crystal already extends by 0.81 % when it polarizes, so most of the prescribed 1 % is supplied by the polarization. By (4), the stress falls from 1.20 GPa at $P=0$ to 0.13 GPa in the polar state.

Polarization in the plane must also be considered. Its quadratic coefficient shifts by $-Q_{12}s_3/s_{11}=+0.518\times10^8$ J m/C$^2$, so the stretch disfavours it. For a uniformly polarized film, minimizing the energy at 298 K over all three components, with shear strains free, gives purely normal polarization at $s_3=0.5\,\%$ and $1.0\,\%$. At $s_3=0$ the minimum is tilted, with 24.7 μC/cm$^2$ in the plane and 14.0 μC/cm$^2$ along the normal. There the normal component would extend the film by $0.110\times0.140^2=0.22\,\%$, while the in-plane component would contract it by $0.043\times0.247^2=0.26\,\%$. The two nearly cancel, so the tilted state fits the fixed thickness at little elastic cost. Formula (16) does not describe the ground state at that strain.

A film that can split into domains has a further choice. Without stress, a domain polarized along the normal extends by 0.81 % in that direction, while one polarized in the plane contracts by $0.043\times0.272^2=0.32\,\%$. If wall energy and local misfit between domains are neglected, a mixture can meet any mean normal strain between these two values without stress. At $s_3=0$ and $0.5\,\%$ its energy is then lower than that of the uniform film. The prescribed $1.0\,\%$ lies outside this range.

The uniform switching field is the largest opposing slope, $-dF/dP$, between $P=0$ and the polar minimum. It is 0.46 MV/cm, or 4.6 V across the film, about half of an assumed rough breakdown field of 1 MV/cm. It refers to uniform reversal through $P=0$. Real films usually reverse by nucleation and domain-wall motion, which can proceed at lower fields.

## What real films change

Normal strains of the order of 1 % are realistic for such nanocomposites, but a tension of 1.2 GPa is far above what bulk ceramic survives. The assumption that matters most among those sized here is rigidity of the pillars. Let $s_3$ now denote the misfit that perfectly rigid pillars would impose. A pillar of modulus $E_p$ and equal cross-section is compressed by the force that stretches the film, so the film strain is $s_3-k\sigma_3$ with $k=1/E_p$. Equating this to $s_{11}\sigma_3+Q_{11}P^2$ gives

$$
\sigma_3=\frac{s_3-Q_{11}P^2}{s_{11}+k} . \tag{21}
$$

The total elastic energy of film and pillar is $\tfrac12(s_{11}+k)\sigma_3^2$, so $s_{11}$ is replaced by $s_{11}+k$ throughout (8). For very soft pillars, $k\to\infty$, both shifts vanish and the free crystal returns. For $E_p=150$ GPa, the shift of $a$ falls to $-0.735\times10^8$ J m/C$^2$, and $a^*$ vanishes at 606 K instead of 785 K.

The output labels 606 K a transition, but this needs a correction. The quartic coefficient is now

$$
-5.40\times10^8+\frac{0.110^2}{2(8.3+6.67)\times10^{-12}}
\approx-1.4\times10^8\ \mathrm{J\,m^5/C^4}, \tag{22}
$$

which is negative, so the transition is discontinuous and 606 K is the temperature at which the nonpolar state loses stability on cooling. The polar and nonpolar energies are equal when $a^*+b^*P^2+cP^4=0$ has a double root, that is, at $a^*=b^{*2}/(4c)$. This lies $b^{*2}/(4ca_0)\approx2$ K higher. The pillars' compliance thus lowers the transition by nearly 180 K. The discontinuity follows from holding $b$ at its 298 K value. With the temperature-dependent $b$ given above, $b$ is about $+5.7\times10^8$ J m$^5$/C$^4$ at 606 K, and the transition remains continuous at that temperature. If the 1 % were instead the strain measured in the film itself at $P=0$, the stress there would still be $s_3/s_{11}$, and the shift of $a$ would keep its value (18).

The other effects are smaller for the rough inputs assumed, each taken alone with rigid pillars:

- **In-plane clamping.** If the in-plane strains are frozen at their $P=0$ values, the stress at $P=0$ is unchanged. So is the shift of $a$, and the polarization becomes 28.4 μC/cm$^2$. An extra in-plane misfit of $+0.5\,\%$ on both axes then lowers the temperature at which $a^*=0$ by 57 K. It also tilts the uniform state at 298 K, to about 13.7 μC/cm$^2$ in the plane and 27.1 μC/cm$^2$ along the normal, so (16) no longer gives the ground state there.
- **Thermal mismatch.** If the pillars expand less than the film by $3\times10^{-6}$ K$^{-1}$, the strain set at 298 K decreases on heating, and the transition falls by 52 K.
- **Electrode screening.** An effective screening length $\lambda=0.01$ nm at each electrode gives an opposing field $2\lambda P/(\varepsilon_0d)$ in a film of thickness $d$. This adds $\lambda/(\varepsilon_0d)$ to $a$ and costs 34 K. The cost is proportional to $\lambda/d$, so at $\lambda=0.05$ nm it would be about 170 K, comparable to the effect of the pillars.
- **Elastic nonlinearity.** Let the tangent stiffness fall by a fraction of 10 per unit strain, so that it is 10 % lower at 1 % strain. The stress at $P=0$ is the integral of this stiffness over the strain, so it loses half of that fraction. The shift of $a$ is $-Q_{11}$ times this stress and falls with it, by about 5 %, or 20 K.

The value of 785 K is therefore the result for rigid pillars, ideal electrodes, zero in-plane stress, a fixed normal strain and linear elasticity. It is not a prediction for a device.

## Computed values

```
INPUTS (rough barium titanate values)
a0 = 3.30e+05 J m/(C^2 K), T0 = 383 K, T = 298 K
b = -5.40e+08 J m^5/C^4, c = 6.60e+09 J m^9/C^6
b12 = 4.90e+08 J m^5/C^4
c112 = 2.90e+09, c123 = 3.70e+10 J m^9/C^6
Q11 = 0.110, Q12 = -0.043 m^4/C^2
s11 = 8.3, s12 = -2.7 1/TPa
normal strain s3 = 1.0 %, thickness = 100 nm
RESULTS
stiffness C11 = 175.5 GPa, 1/s11 = 120.5 GPa
relaxed stiffness from C = 120.5 GPa
shift of a (coefficient of P^2) = -1.325 1e8 J m/C^2
shift of alpha = 2a = -2.651 1e8 J m/C^2
a: bulk -0.281, film -1.606 1e8 J m/C^2
alpha film: formula -3.2116, search -3.2117 1e8 J m/C^2
b: bulk -5.40, film 1.89 1e8 J m^5/C^4
shift of a for in-plane P = 0.518 1e8 J m/C^2
usual epitaxial film, in-plane strain -1.0 %: shift of a = -1.536 1e8 J m/C^2
chi/eps0 at 900 K: formula 1482.9, solved 1482.9
transition: formula 784.61 K, energy search 784.61 K
rise above T0 = 401.6 K
P: free bulk 27.16, film 28.46 uC/cm2
spontaneous normal strain of free bulk = 0.811 %
normal stress: P=0 1.205 GPa, polar state 0.131 GPa
s3 = 0.0 %: minimum (P1,P2,P3) = (0.00, 24.72, 14.04) uC/cm2
s3 = 0.5 %: minimum (P1,P2,P3) = (0.00, 0.00, 24.52) uC/cm2
s3 = 1.0 %: minimum (P1,P2,P3) = (0.00, 0.00, 28.46) uC/cm2
uniform switching field = 0.461 MV/cm, voltage = 4.61 V
rough breakdown field (assumed) = 1.0 MV/cm, switching/breakdown = 0.46
NEGLECTED EFFECTS (rough assumed inputs)
pillar modulus 150 GPa, equal areas: shift of a = -0.735 1e8 J m/C^2
  transition 605.7 K, change -178.9 K
in-plane strains frozen: P = 28.36 uC/cm2
clamped, extra in-plane misfit 0.5 %: change of a = 0.188 1e8 J m/C^2, -56.9 K
screening length 0.01 nm: change of a = 0.113 1e8 J m/C^2, -34.2 K
thermal mismatch 3.0e-6 1/K: transition 732.3 K, change -52.3 K
stiffness loss 10 per unit strain: shift smaller by 5.0 %, -20.1 K
```
